# Why the minimal model spaces oxygen's three lowest levels equally: test program

```python
"""
Result under test: two electrons in two degenerate real pi orbitals x, y of an
axial molecule have levels (triplet Sigma-, singlet Delta, singlet Sigma+)
    Jxy - K,  Jxy + K,  Jxy + 3K,   so both gaps are 2K.
Jxx = (xx|xx), Jxy = (xx|yy), K = (xy|xy): Coulomb integrals, charge-density order.
u = bonding pi orbital, g = antibonding pi orbital of a model diatomic.
The effects of orbital splitting, of mixing with the filled bonding pair and of
spin-orbit coupling are checked by diagonalization over determinants.
Energies are in eV; integrals are evaluated in atomic units and converted.
"""
import numpy as np
from scipy import constants
from scipy.special import jv
from pyscf import gto

BOHR_NM = constants.physical_constants["Bohr radius"][0] * 1e9
HARTREE_EV = constants.physical_constants["Hartree energy in eV"][0]
KB_EV = constants.k / constants.e

# Round model parameters, in the rough regime of the oxygen molecule
bond_nm = 0.12
decay_per_nm = 42.0
promotion_values = (20.0, 30.0)   # eV, cost of moving a bonding pair up
orbital_splitting = 1.0           # eV
spin_orbit = 0.02                 # eV
temperature = 1200.0              # K
bond = bond_nm / BOHR_NM
zeta = decay_per_nm * BOHR_NM


def gauss(a, b, n):
    t, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * (b - a) * t + 0.5 * (a + b), 0.5 * (b - a) * w


# ---- Expand the Slater 2p function in Gaussians by projection ----
# The smallest exponent must be diffuse enough for the exponential tail.
r, wr = gauss(0.0, 16.0, 600)
exponents = zeta**2 * np.geomspace(0.03, 10.0, 9)
slater = np.sqrt((2 * zeta)**5 / 24) * r * np.exp(-zeta * r)
gaussians = np.array([r * np.exp(-a * r**2) for a in exponents])
gaussians /= np.sqrt((gaussians**2 * r**2) @ wr)[:, None]
metric = (gaussians * r**2 * wr) @ gaussians.T
projection = (gaussians * r**2 * wr) @ slater
coefficients = np.linalg.solve(metric, projection)
fit_quality = coefficients @ projection
assert 0.9999 < fit_quality < 1.0 + 1e-8, fit_quality

# ---- Two-electron integrals over ux, uy, gx, gy ----
# The element symbol H only carries the basis; no nuclear charge is used.
shell = [1] + [[float(a), float(c)] for a, c in zip(exponents, coefficients)]
mol = gto.M(atom=[["H", (0, 0, -bond / 2)], ["H", (0, 0, bond / 2)]],
            basis={"H": [shell]}, unit="Bohr", verbose=0)
overlap = mol.intor("int1e_ovlp")
orbitals = np.zeros((6, 4))
for column, (axis, sign) in enumerate([(0, 1), (1, 1), (0, -1), (1, -1)]):
    orbitals[axis, column] = 1.0
    orbitals[3 + axis, column] = sign
    v = orbitals[:, column]
    orbitals[:, column] = v / np.sqrt(v @ overlap @ v)
eri_ao = mol.intor("int2e").reshape(6, 6, 6, 6) * HARTREE_EV
eri = np.einsum("abcd,ap,bq,cr,ds->pqrs", eri_ao, orbitals, orbitals,
                orbitals, orbitals, optimize=True)
eri_g = eri[2:, 2:, 2:, 2:]
Jxx, Jxy, K = eri_g[0, 0, 0, 0], eri_g[0, 0, 1, 1], eri_g[0, 1, 0, 1]
K_atom = eri_ao[0, 1, 0, 1]
assert abs(Jxx - Jxy - 2 * K) < 1e-7
assert K > 0

# ---- K again, from true Slater functions by Fourier quadrature ----
rho, w_rho = gauss(0.0, 6.0, 180)
z1, wz1 = gauss(0.0, bond / 2, 100)
z2, wz2 = gauss(bond / 2, bond / 2 + 6.0, 180)
z, wz = np.r_[z1, z2], np.r_[wz1, wz2]
dist_a = np.sqrt(rho[:, None]**2 + (z - bond / 2)**2)
dist_b = np.sqrt(rho[:, None]**2 + (z + bond / 2)**2)
shape2 = (np.exp(-zeta * dist_a) - np.exp(-zeta * dist_b))**2
norm = 2 * np.pi * (w_rho * rho**3) @ shape2 @ wz
k, wk = gauss(0.0, 35.0, 180)
q, wq = gauss(0.0, 35.0, 180)
transform = (jv(2, np.outer(k, rho)) * (w_rho * rho**3)) @ shape2
transform = 2 * (transform * wz) @ np.cos(np.outer(z, q)) / norm
kernel = k[:, None] / (k[:, None]**2 + q**2)
K_fourier = np.pi * wk @ (transform**2 * kernel) @ wq * HARTREE_EV
# tolerance: finite Gaussian expansion of the Slater function
assert abs(K_fourier / K - 1) < 3e-3

# ---- Complex orbitals ----
plus = np.array([1, 1j]) / np.sqrt(2)
minus = plus.conj()
K_complex = np.einsum("p,q,r,s,pqrs->", plus.conj(), minus,
                      minus.conj(), plus, eri_g).real
assert abs(K_complex - 2 * K) < 1e-7


# ---- Determinant space with a fixed number of electrons ----
def electron_space(n_orb, n_el):
    """Spin-resolved hopping matrices, S_plus and S_z for n_el electrons."""
    lower, phase = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.])
    destroy = []
    for mode in range(2 * n_orb):
        m = np.eye(1)
        for j in range(2 * n_orb):
            m = np.kron(m, phase if j < mode else
                        lower if j == mode else np.eye(2))
        destroy.append(m)
    count = sum(np.diag(c.T @ c) for c in destroy)
    keep = np.flatnonzero(np.rint(count) == n_el)
    cut = np.ix_(keep, keep)
    hop = np.array([[[(destroy[2 * p + s].T @ destroy[2 * t + s])[cut]
                      for t in range(n_orb)] for p in range(n_orb)]
                    for s in (0, 1)])
    raising = sum((destroy[2 * p].T @ destroy[2 * p + 1])[cut]
                  for p in range(n_orb))
    sz = 0.5 * sum(hop[0, p, p] - hop[1, p, p] for p in range(n_orb))
    return hop, raising, sz


def hamiltonian(one_body, two_body, hop):
    """Electronic Hamiltonian matrix in the determinant space."""
    E = hop[0] + hop[1]
    n = len(one_body)
    H = np.einsum("pq,pqij->ij", one_body, E)
    for p in range(n):
        for t in range(n):
            weighted = np.einsum("rs,rsij->ij", two_body[p, t], E)
            H += 0.5 * E[p, t] @ weighted
            H -= 0.5 * np.einsum("s,sij->ij", two_body[p, t, t], E[p])
    return H


# ---- Minimal model: two electrons, two orbitals ----
hop2, raising2, sz2 = electron_space(2, 2)
E2 = hop2[0] + hop2[1]
H2 = hamiltonian(np.zeros((2, 2)), eri_g, hop2)
levels, vectors = np.linalg.eigh(H2)
formula = [Jxy - K] * 3 + [Jxy + K] * 2 + [Jxy + 3 * K]
assert np.allclose(levels, formula, atol=1e-7)
spin2 = raising2.T @ raising2 + sz2 @ (sz2 + np.eye(6))
Lz = -1j * (E2[0, 1] - E2[1, 0])
Lz2 = (Lz @ Lz).real
reflection = np.diag((-1.0)**np.rint(np.diag(E2[1, 1])))
labels = []
for part in (slice(0, 3), slice(3, 5), slice(5, 6)):
    v = vectors[:, part]
    labels.append([np.trace(v.T @ op @ v) / v.shape[1]
                   for op in (spin2, Lz2, reflection)])
assert np.allclose(labels, [[2, 0, -1], [0, 4, 0], [0, 0, 1]], atol=1e-6)


# ---- Orbital splitting ----
def split_levels(delta):
    h = np.diag([-delta / 2, delta / 2])
    H = hamiltonian(h, eri_g, hop2)
    return np.linalg.eigvalsh(H) - (Jxy - K)


critical_splitting = np.sqrt(8) * K
for delta in (0.3, orbital_splitting, critical_splitting, 3.0):
    root = np.sqrt(K**2 + delta**2)
    expected = np.sort([0, 0, 0, 2 * K, 3 * K - root, 3 * K + root])
    assert np.allclose(split_levels(delta), expected, atol=1e-7)
assert np.max(np.abs(split_levels(critical_splitting)[:4])) < 1e-7
assert split_levels(1.05 * critical_splitting)[0] < -1e-3
split_example = split_levels(orbital_splitting)

# ---- Spin-orbit coupling ----
spin_difference = (hop2[0, 0, 1] - hop2[0, 1, 0]
                   - hop2[1, 0, 1] + hop2[1, 1, 0])
so_levels = np.linalg.eigvalsh(H2 - 0.5j * spin_orbit * spin_difference)
triplet_splitting = so_levels[1] - so_levels[0]
so_formula = np.sqrt(4 * K**2 + spin_orbit**2) - 2 * K
assert abs(triplet_splitting - so_formula) < 1e-8
assert abs(so_levels[2] - so_levels[1]) < 1e-8

# ---- Six electrons in the bonding and antibonding pairs ----
hop6, _, sz6 = electron_space(4, 6)
E6 = hop6[0] + hop6[1]
n_g = np.rint(np.diag(E6[2, 2] + E6[3, 3])).astype(int)
m_s = np.rint(np.diag(sz6)).astype(int)
H6_bare = hamiltonian(np.zeros((4, 4)), eri, hop6)
even, odd = np.flatnonzero(n_g % 2 == 0), np.flatnonzero(n_g % 2 == 1)
assert np.max(np.abs(H6_bare[np.ix_(even, odd)])) < 1e-7
ground_det = np.flatnonzero((m_s == 1) & (n_g == 2))
promoted_det = np.flatnonzero((m_s == 1) & (n_g == 4))
assert len(ground_det) == len(promoted_det) == 1
bare_cost = (H6_bare[promoted_det[0], promoted_det[0]]
             - H6_bare[ground_det[0], ground_det[0]])
K_u = eri[0, 1, 0, 1]
b, c = eri[0, 2, 1, 3], eri[0, 3, 0, 3]
couplings = np.array([b - c, b + c, b + 3 * c])


def mixed_gaps(promotion):
    """Gaps triplet-Delta and Delta-Sigma+ with the bonding pair active."""
    orbital_gap = (promotion - bare_cost) / 2
    H = H6_bare + orbital_gap * np.diag(n_g)
    e = np.linalg.eigvalsh(H[np.ix_(even, even)])
    assert np.ptp(e[:3]) < 1e-6 and np.ptp(e[3:5]) < 1e-6
    return np.array([e[3] - e[0], e[5] - e[3]])


def two_level_gaps(promotion):
    """The same gaps from one two-by-two problem for each symmetry."""
    step = np.arange(3)
    low = 2 * K * step
    high = promotion + 2 * K_u * step
    root = 0.5 * (low + high) - np.sqrt(0.25 * (high - low)**2 + couplings**2)
    return np.diff(root)


gaps = {}
for promotion in promotion_values:
    gaps[promotion] = mixed_gaps(promotion)
    assert np.allclose(gaps[promotion], two_level_gaps(promotion), atol=1e-6)
    assert gaps[promotion][1] < gaps[promotion][0] < 2 * K
# tolerance: remaining mixing is of order coupling squared over 1e5 eV
assert np.allclose(mixed_gaps(1e5), 2 * K, atol=2e-3)


# ---- Thermal population of singlet Delta ----
def delta_fraction(first_gap, second_gap):
    energy = np.array([0.0, first_gap, first_gap + second_gap])
    weight = np.array([3, 2, 1]) * np.exp(-energy / (KB_EV * temperature))
    return weight[1] / weight.sum()


print(f"Bond length: {bond_nm:.2f} nm")
print(f"Slater decay constant: {decay_per_nm:.0f} 1/nm")
print(f"Norm captured by Gaussian expansion: {fit_quality:.6f}")
print(f"Jxx, antibonding orbitals: {Jxx:.4f} eV")
print(f"Jxy, antibonding orbitals: {Jxy:.4f} eV")
print(f"K, antibonding orbitals: {K:.4f} eV")
print(f"K by Fourier quadrature: {K_fourier:.4f} eV")
print(f"(Jxx - Jxy)/2: {(Jxx - Jxy) / 2:.4f} eV")
print(f"Exchange integral of complex orbitals: {K_complex:.4f} eV")
print(f"K of 2p functions on one atom: {K_atom:.4f} eV")
print(f"Repulsion energy, triplet Sigma-: {levels[0]:.4f} eV")
print(f"Repulsion energy, singlet Delta: {levels[3]:.4f} eV")
print(f"Repulsion energy, singlet Sigma+: {levels[5]:.4f} eV")
print(f"Gap triplet to Delta: {levels[3] - levels[0]:.4f} eV")
print(f"Gap Delta to Sigma+: {levels[5] - levels[3]:.4f} eV")
for name, row in zip(("triplet Sigma-", "singlet Delta", "singlet Sigma+"),
                     labels):
    s2, l2, mirror = [round(float(x), 3) + 0.0 for x in row]
    print(f"{name}: S^2 = {s2:.1f} hbar^2, Lz^2 = {l2:.1f} hbar^2, "
          f"mean reflection = {mirror:.1f}")
print(f"Orbital splitting in example: {orbital_splitting:.1f} eV")
print("Singlets above triplet with this splitting: "
      + ", ".join(f"{x:.4f}" for x in split_example[3:]) + " eV")
print(f"Splitting where singlet meets triplet: {critical_splitting:.4f} eV")
print(f"K, bonding orbitals: {K_u:.4f} eV")
print(f"Pair integral b: {b:.4f} eV")
print(f"Pair integral c: {c:.4f} eV")
print("Couplings for triplet, Delta, Sigma+: "
      + ", ".join(f"{abs(x):.4f}" for x in couplings) + " eV")
for promotion in promotion_values:
    g1, g2 = gaps[promotion]
    print(f"Promotion energy {promotion:.0f} eV: gaps {g1:.4f} and {g2:.4f} eV")
    print(f"  Sigma+ height over Delta height: {(g1 + g2) / g1:.3f}")
print(f"Spin-orbit parameter A: {spin_orbit:.2f} eV")
print(f"Triplet splitting by spin-orbit: {triplet_splitting * 1e3:.4f} meV")
print(f"Temperature: {temperature:.0f} K, kT = {KB_EV * temperature:.4f} eV")
print(f"Delta fraction, minimal model: {delta_fraction(2 * K, 2 * K):.2e}")
print("Delta fraction, promotion energy "
      f"{promotion_values[0]:.0f} eV: "
      f"{delta_fraction(*gaps[promotion_values[0]]):.2e}")
print("success")
```

Output:

```
Bond length: 0.12 nm
Slater decay constant: 42 1/nm
Norm captured by Gaussian expansion: 1.000000
Jxx, antibonding orbitals: 17.6809 eV
Jxy, antibonding orbitals: 16.2191 eV
K, antibonding orbitals: 0.7309 eV
K by Fourier quadrature: 0.7309 eV
(Jxx - Jxy)/2: 0.7309 eV
Exchange integral of complex orbitals: 1.4618 eV
K of 2p functions on one atom: 1.2757 eV
Repulsion energy, triplet Sigma-: 15.4882 eV
Repulsion energy, singlet Delta: 16.9500 eV
Repulsion energy, singlet Sigma+: 18.4118 eV
Gap triplet to Delta: 1.4618 eV
Gap Delta to Sigma+: 1.4618 eV
triplet Sigma-: S^2 = 2.0 hbar^2, Lz^2 = 0.0 hbar^2, mean reflection = -1.0
singlet Delta: S^2 = 0.0 hbar^2, Lz^2 = 4.0 hbar^2, mean reflection = 0.0
singlet Sigma+: S^2 = 0.0 hbar^2, Lz^2 = 0.0 hbar^2, mean reflection = 1.0
Orbital splitting in example: 1.0 eV
Singlets above triplet with this splitting: 0.9541, 1.4618, 3.4313 eV
Splitting where singlet meets triplet: 2.0673 eV
K, bonding orbitals: 0.6688 eV
Pair integral b: 5.3464 eV
Pair integral c: 0.6074 eV
Couplings for triplet, Delta, Sigma+: 4.7390, 5.9538, 7.1687 eV
Promotion energy 20 eV: gaps 0.8809 and 0.7813 eV
  Sigma+ height over Delta height: 1.887
Promotion energy 30 eV: gaps 1.0498 and 0.9674 eV
  Sigma+ height over Delta height: 1.922
Spin-orbit parameter A: 0.02 eV
Triplet splitting by spin-orbit: 0.1368 meV
Temperature: 1200 K, kT = 0.1034 eV
Delta fraction, minimal model: 4.84e-07
Delta fraction, promotion energy 20 eV: 1.33e-04
success
```
